# Why Yukawa Screening Gives the Exchange-Only Electron Gas a Finite Mass

Consider a uniform electron gas with Fermi wavevector \(k_F=1\) Å\(^{-1}\), treated with exchange alone. The table gives the exchange contribution to the band slope, in eV Å, at a distance \(k_F-k\) below the Fermi wavevector. One column is for the Coulomb interaction \(1/r\), the other for \(e^{-\kappa r}/r\) with \(\kappa=0.5\) Å\(^{-1}\).

| \(k_F-k\) (Å\(^{-1}\)) | Coulomb | Yukawa |
|---|---|---|
| \(10^{-1}\) | 9.99 | 2.77 |
| \(10^{-2}\) | 19.88 | 2.73 |
| \(10^{-3}\) | 30.28 | 2.72 |
| \(10^{-4}\) | 40.81 | 2.72 |

The Coulomb slope gains about 10.5 eV Å with each later factor of ten and never settles. The Yukawa slope does settle. The effective mass at the Fermi surface is defined by the total slope, which is this exchange part plus the finite free-electron slope, so the first interaction gives zero mass and the second a finite one.

## The model

The gas is unpolarized and at zero temperature, with both spins filling the sphere \(p<k_F\), so its density is \(n=k_F^3/(3\pi^2)\). The algebra uses atomic units, in which the bare mass \(m\), \(\hbar\) and the Bohr radius \(a_0\) are 1. The screening wavevector \(\kappa\) is a fixed parameter and does not vary with \(k\).

The Fourier transform of the interaction is

\[
v(q)=\frac{4\pi}{q}\int_0^\infty \sin(qr)\,e^{-\kappa r}\,dr=\frac{4\pi}{q^2+\kappa^2}.
\]

Exchange acts between electrons of equal spin, through the density matrix of one spin,

\[
\rho(\mathbf r-\mathbf r')=\int_{p<k_F}\frac{d^3p}{(2\pi)^3}\,e^{i\mathbf p\cdot(\mathbf r-\mathbf r')} .
\]

The exchange operator has the kernel \(-\rho(\mathbf r-\mathbf r')\,e^{-\kappa|\mathbf r-\mathbf r'|}/|\mathbf r-\mathbf r'|\). This depends on \(\mathbf r-\mathbf r'\) alone, so plane waves are its eigenfunctions. The eigenvalue is the Fourier transform of the kernel:

\[
\Sigma(k)=-\int_{p<k_F}\frac{d^3p}{(2\pi)^3}\,v(\mathbf k-\mathbf p).
\]

The direct electrostatic potential of a uniform density is constant. The band is therefore \(\varepsilon(k)=k^2/2+\Sigma(k)\) plus a constant, and the mass at the Fermi surface is defined by

\[
\frac{1}{m^*}=\frac{1}{k_F}\left.\frac{d\varepsilon}{dk}\right|_{k_F}.
\]

## The slope comes from the Fermi surface

Take \(\kappa>0\) first, so that \(v\) is smooth. Let \(n_p\) be 1 inside the Fermi sphere and 0 outside. Because \(v\) depends on \(\mathbf k-\mathbf p\), \(\nabla_k v=-\nabla_p v\). An integration by parts, with no boundary term because \(n_p=0\) at large \(p\), gives

\[
\nabla_k\Sigma=\int\frac{d^3p}{(2\pi)^3}\,n_p\nabla_p v
=-\int\frac{d^3p}{(2\pi)^3}\,v\,\nabla_p n_p .
\]

The occupation drops by one at the surface, so \(\nabla_p n_p=-\hat{\mathbf p}\,\delta(p-k_F)\), and the two minus signs cancel. Let \(x\) be the cosine of the angle between \(\mathbf p\) and \(\mathbf k\). The component along \(\mathbf k\) is

\[
\frac{d\Sigma}{dk}=\frac{2\pi k_F^2}{(2\pi)^3}\int_{-1}^{1}\frac{4\pi x\,dx}{k^2+k_F^2-2kk_Fx+\kappa^2}
=\frac{k_F^2}{\pi}\int_{-1}^{1}\frac{x\,dx}{k^2+k_F^2+\kappa^2-2kk_Fx}.
\]

Define \(a=(k^2+k_F^2+\kappa^2)/(2kk_F)\). The denominator is then \(2kk_F(a-x)\), and \(x/(a-x)=-1+a/(a-x)\). Integration gives

\[
\frac{d\Sigma}{dk}=\frac{k_F}{2\pi k}\left[a\ln\frac{a+1}{a-1}-2\right],
\qquad
\frac{a+1}{a-1}=\frac{(k+k_F)^2+\kappa^2}{(k-k_F)^2+\kappa^2}.
\]

The sign of the slope follows from pairing \(x\) with \(-x\):

\[
\int_{-1}^{1}\frac{x\,dx}{a-x}=\int_0^1 x\left[\frac1{a-x}-\frac1{a+x}\right]dx=\int_0^1\frac{2x^2\,dx}{a^2-x^2}>0,
\]

because \(a>1\). Exchange thus steepens the band at every \(k>0\). The energy rises with \(k\), so the filled sphere does contain the lowest levels of its own band, as was assumed.

## The Coulomb logarithm

For \(k\neq k_F\) the slope formula has a smooth limit as \(\kappa\to0\), and this limit is the Coulomb slope. Put \(\delta=|k-k_F|\). When \(\delta\ll k_F\), \(a\) and \(k_F/k\) tend to 1, while the argument of the logarithm tends to \(4k_F^2/\delta^2\). Hence, on either side of the surface,

\[
\frac{d\Sigma}{dk}\simeq\frac1\pi\left[\ln\frac{2k_F}{\delta}-1\right].
\]

Each tenfold reduction of \(\delta\) adds \((\ln 10)/\pi\). A slope is an energy times a length, so its atomic unit is \(e^2/(4\pi\varepsilon_0)=14.40\) eV Å. The gain is therefore 10.55 eV Å per factor of ten, which the Coulomb column approaches as \(\delta\) shrinks. The slope diverges at \(k_F\) and \(m^*\) tends to zero. The density of states at \(k\), \((k^2/\pi^2)/(d\varepsilon/dk)\), vanishes at the Fermi level as well.

The origin of the logarithm is clearest in terms of the momentum transfer \(q=|\mathbf k-\mathbf p|\) between two points of the Fermi surface. With \(k=p=k_F\),

\[
q^2=2k_F^2(1-x),\qquad k_F^2\,dx=-q\,dq,\qquad x=1-\frac{q^2}{2k_F^2}.
\]

The range of \(x\) from \(-1\) to 1 becomes \(q\) from \(2k_F\) to 0. Reversing the limits absorbs the minus sign:

\[
\left.\frac{d\Sigma}{dk}\right|_{k_F}=\frac1\pi\int_0^{2k_F}\frac{q\,dq}{q^2+\kappa^2}\left(1-\frac{q^2}{2k_F^2}\right).
\]

The factor \(q\,dq\) measures the area of a ring on the Fermi surface at distance \(q\) from the chosen point. For the Coulomb interaction, this area multiplies \(1/q^2\) and leaves \(dq/q\). For \(q\ll k_F\), where the factor \(1-q^2/(2k_F^2)\) is close to 1, every factor of ten in \(q\) then contributes the same \((\ln 10)/\pi\), down to \(q=0\). The logarithm thus comes from the ring area \(q\,dq\) on a sharp Fermi surface meeting an interaction that grows as \(1/q^2\). In three dimensions this is the marginal case: with \(1/q^n\) the integrand is \(q^{1-n}dq\), which is finite at small \(q\) for \(n<2\) and diverges as a power for \(n>2\).

## How the Yukawa factor removes it

For \(q\ll\kappa\) the integrand is \(q\,dq/\kappa^2\) instead of \(dq/q\), and the small transfers contribute a finite amount. If \(\kappa\) and \(|k-k_F|\) are both small compared with \(k_F\), the slope formula reduces to

\[
\frac{d\Sigma}{dk}\simeq\frac1{2\pi}\left[\ln\frac{4k_F^2}{(k-k_F)^2+\kappa^2}-2\right].
\]

The logarithm grows as \(k\) approaches \(k_F\) until the distance is about \(\kappa\), and then levels off.

The same cutoff can be seen in real space. The angular integral in the density matrix gives

\[
\rho(r)=\frac1{2\pi^2r}\int_0^{k_F}p\sin(pr)\,dp=\frac{\sin k_Fr-k_Fr\cos k_Fr}{2\pi^2r^3}.
\]

The angular average of a plane wave is \(\sin(kr)/(kr)\), so

\[
\Sigma(k)=-\frac{2}{\pi k}\int_0^\infty e^{-\kappa r}\sin(kr)\,\frac{\sin k_Fr-k_Fr\cos k_Fr}{r^3}\,dr .
\]

At large \(r\), the leading part of the \(k\)-derivative comes from \(\sin(kr)\to r\cos(kr)\) and from the cosine in the density matrix. Its integrand is

\[
\frac{2k_F}{\pi k}\,\frac{e^{-\kappa r}}{r}\cos(kr)\cos(k_Fr)
=\frac{k_F}{\pi k}\,\frac{e^{-\kappa r}}{r}\bigl[\cos((k-k_F)r)+\cos((k+k_F)r)\bigr].
\]

At \(k=k_F\) the first cosine no longer oscillates, and the tail \(e^{-\kappa r}/(\pi r)\) remains. Without screening its integral diverges at large distance. Away from \(k_F\), oscillation cuts the tail off at \(r\sim1/|k-k_F|\); with screening, the interaction cuts it off at \(r\sim1/\kappa\).

## The effective mass

At \(k=k_F\), with \(s=\kappa/k_F\), one has \(a=1+s^2/2\) and

\[
\frac{a+1}{a-1}=\frac{2+s^2/2}{s^2/2}=1+\frac4{s^2}.
\]

The exchange slope is therefore \(B(s)/(2\pi)\), where

\[
B(s)=\left(1+\frac{s^2}{2}\right)\ln\left(1+\frac4{s^2}\right)-2 .
\]

The free slope is \(k_F\). Adding the two, dividing by \(k_F\) and restoring \(a_0\) gives

\[
\boxed{\;\frac{m}{m^*}=1+\frac{B(s)}{2\pi k_Fa_0}\;}
\]

The exchange slope depends on \(s\) alone, but the mass does not. The kinetic slope grows with \(k_F\) while the exchange slope at fixed \(s\) stays the same, so at fixed \(s\) exchange matters less at high density. At fixed \(\kappa\) this need not hold, because raising \(k_F\) also lowers \(s\) and raises \(B\). A curve of \(m^*/m\) against \(\kappa/k_F\) belongs to one density.

For \(s\to0\), \(B\to2\ln(2/s)-2\). The logarithm has moved from \(|k-k_F|\) into \(\kappa\), and \(m^*\) falls to zero very slowly.

For \(s\to\infty\), the positive integral found earlier gives \(B\to2/(3a^2)\to8/(3s^4)\). The fourth power has a simple reason. To leading order \(v\simeq4\pi/\kappa^2\), a contact interaction whose exchange energy is the same for every \(k\). The dependence on \(k\) starts with the next term, \(-4\pi q^2/\kappa^4\).

Between these limits \(B\) falls steadily, because \(a\) grows with \(s\) and the positive integrand \(2x^2/(a^2-x^2)\) decreases. The mass thus rises from zero towards \(m\) as screening strengthens.

## How large the effect is

For \(k_F=1\) Å\(^{-1}\) and \(\kappa=0.5\) Å\(^{-1}\), \(s=0.5\) and

\[
B=1.125\,\ln17-2=1.187,\qquad \frac{B}{2\pi}=0.1890 .
\]

In laboratory units the exchange slope is \(0.1890\times14.40=2.72\) eV Å. The free slope is \(\hbar^2k_F/m=7.62\) eV Å, so the total is 10.34 eV Å and

\[
\frac{m^*}{m}=\frac{7.62}{10.34}=0.737 .
\]

The density of states at the Fermi level, \(k_Fm^*/\pi^2\) in atomic units, is reduced by the same factor relative to free electrons.

The opening table shows a Yukawa slope slightly larger at 0.1 Å\(^{-1}\) below the surface than close to it. The near-surface formula, which is symmetric about \(k_F\), does not describe this. It assumes \(\kappa\ll k_F\) and drops smooth factors such as \(k_F/k\), which matter at \(s=0.5\). The full slope formula was used for the table.

At the same density, the mass varies with screening as follows.

| \(s=\kappa/k_F\) | \(B(s)\) | \(m^*/m\) |
|---|---|---|
| 0.0001 | 17.81 | 0.157 |
| 0.01 | 8.60 | 0.279 |
| 0.1 | 4.02 | 0.452 |
| 0.25 | 2.30 | 0.591 |
| 0.5 | 1.19 | 0.737 |
| 1 | 0.414 | 0.889 |
| 2 | 0.079 | 0.977 |
| 4 | 0.008 | 0.998 |

Even a screening wavevector ten thousand times smaller than \(k_F\) leaves a mass of 0.157. The small-\(s\) law gives \(B=3.99\) at \(s=0.1\), close to the full 4.02. The large-\(s\) law is still about a quarter too high at \(s=4\), mainly because it replaces \(a=9\) by \(s^2/2=8\) in \(1/a^2\).

Doubling \(k_F\) to 2 Å\(^{-1}\) at fixed \(s=0.5\) halves the ratio of exchange slope to free slope. The mass rises from 0.737 to 0.848.

## What to do in practice

**Do not extract a Fermi-surface mass from Coulomb exchange.** A finite difference will return a number, but the number belongs to the step. Averaging the Coulomb slope over \(|k-k_F|<h\), with \(h\ll k_F\), gives

\[
\frac{\Sigma(k_F+h)-\Sigma(k_F-h)}{2h}\simeq\frac1{\pi h}\int_0^h\left[\ln\frac{2k_F}{\delta}-1\right]d\delta=\frac1\pi\ln\frac{2k_F}{h},
\]

since the average of \(\ln(1/\delta)\) over the interval is \(\ln(1/h)+1\). Refining the step by ten adds another 10.55 eV Å. This holds for a sharp occupation. With Fermi–Dirac smearing the logarithm is cut off at the width of the smeared surface and the slope does converge with the step, but the number then belongs to the smearing: at \(k_F=1\) Å\(^{-1}\), with free-electron occupations and the chemical potential at the Fermi energy, it is 25.2 eV Å for \(k_BT=0.026\) eV and 35.8 eV Å for a width ten times smaller.

**Look at the long-range part of a hybrid functional.** In the uniform gas a local exchange-correlation potential is constant and does not change the slope. A hybrid with a fraction \(\alpha\) of Coulomb exchange therefore has \(\alpha\) times the Coulomb logarithm: weaker, but still divergent. For a general exchange interaction \(w(r)\) with transform \(w(q)\), the momentum-transfer formula becomes

\[
\left.\frac{d\Sigma}{dk}\right|_{k_F}=\frac1{4\pi^2}\int_0^{2k_F}q\,w(q)\left(1-\frac{q^2}{2k_F^2}\right)dq .
\]

If \(\int_0^\infty r^2|w(r)|\,dr\) is finite, \(w(q)\) is bounded and so is the slope. This covers the Yukawa form and also \(\operatorname{erfc}(\omega r)/r\), used in screened hybrids. The function \(B(s)\) belongs to the Yukawa form, and \(\omega\) cannot simply be inserted for \(\kappa\).

**Resolve the scale \(\kappa\).** For weak screening the slope changes over a distance of about \(\kappa\) around \(k_F\). A finite-difference step must be well below \(\kappa\) to reach the limiting value.

**State how \(\kappa\) was chosen.** Between \(s=0.25\) and \(s=1\) the mass in the table moves from 0.59 to 0.89. One choice without a free parameter is Thomas–Fermi screening. A slowly varying potential energy \(V\) changes the density by \(-(dn/d\mu)V\), where \(\mu\) is the chemical potential. With an added density \(n_{\rm ext}\) of electron charge, Poisson's equation reads

\[
q^2V=4\pi\left(n_{\rm ext}-\frac{dn}{d\mu}V\right)
\quad\Rightarrow\quad
V=\frac{4\pi n_{\rm ext}}{q^2+4\pi\,dn/d\mu},
\]

so \(\kappa^2=4\pi\,dn/d\mu\). For free electrons \(n=(2\mu)^{3/2}/(3\pi^2)\), hence \(dn/d\mu=k_F/\pi^2\) and \(\kappa^2=4k_F/(\pi a_0)\) after restoring \(a_0\). At \(k_F=1\) Å\(^{-1}\) this gives \(\kappa=1.55\) Å\(^{-1}\) and \(m^*/m=0.955\). The derivation assumes \(q\ll k_F\), while the slope integral runs to \(2k_F\); with the \(q\)-dependent static Lindhard response in place of the constant \(dn/d\mu\), the same integral gives 0.960.

**Do not read the result as the mass of the interacting gas.** The calculation contains statically screened exchange and nothing else beyond the constant direct term. It omits the Coulomb hole (the response of the other electrons to the added one), the frequency dependence of screening, and other correlation. In the static limit the Coulomb hole is half the induced potential at the electron's own position, here \(\tfrac12\lim_{r\to0}(e^{-\kappa r}-1)/r=-\kappa/2\), a constant that leaves the slope unchanged. The effect of the frequency dependence and other correlation on the slope is not computed here. What the Yukawa model establishes is narrower: once the interaction has a finite range, exchange adds a finite amount to the Fermi velocity, and \(B(s)\) measures that amount.
